Pair cluster expansion for donor-electron Hahn echoes in a silicon-29 bath

**1. Definitions and conventions**

The algebra uses atomic units, so ħ = 1 and energies are angular frequencies. Numbers are in eV, angstrom and ms. A donor electron S = 1/2 sits at the origin among N silicon-29 nuclei, I = 1/2, at positions R_k. The field along z is high, the pulses are ideal, the nuclei are unpolarised and the hyperfine coupling is of contact form:

H = ω_e S_z + ω_n Σ I_kz + S_z A + D, A = Σ A_k I_kz

A_k = (8π/3) α² γ_e γ_n |ψ(R_k)|²

Here α is the fine-structure constant and γ_e, γ_n are gyromagnetic ratios. Two nuclei at distance r, with unit vector n at angle θ to the field, have the dipole energy

(α²γ_n²/r³) [I_k·I_l − 3(I_k·n)(I_l·n)].

At high field only the part that conserves total I_z is kept. Its I_kz I_lz coefficient is 1 − 3cos²θ. The coefficient of I_kx I_lx + I_ky I_ly-type terms, which equal (I_k+ I_l− + I_k− I_l+)/2 in sum, is 1 − (3/2)sin²θ = −(1 − 3cos²θ)/2. Hence

D = Σ_{k<l} D_kl [I_kz I_lz − (I_k+ I_l− + I_k− I_l+)/4]

D_kl = α²γ_n²(1 − 3cos²θ)/r³.

The delay on each side of the π pulse is τ, and the total time is 2τ. Angle brackets denote 2^−N Tr.

**2. The echo as a bath trace**

For electron up or down the bath evolves under H± = D ± A/2, with U± = exp(−iH±τ). The electron Zeeman phase is refocused by the pulse. The nuclear Zeeman term commutes with H± and cancels between the branches. The branch that starts up evolves by U− U+, the other by U+ U−, so the normalised echo is

L = ⟨(U+ U−)† U− U+⟩ = ⟨U−† U+† U− U+⟩.

If A and D commuted, L would be 1. The decay comes from nuclear flip-flops, which change the hyperfine field during the sequence.

**3. Cluster recursion and the pair factor**

For a set C of nuclei let L_C be the echo with that set alone. Define irreducible factors by

L̃_C = L_C / Π_{C'⊂C} L̃_C', L = Π_C L̃_C.

The product over all subsets is an identity if no denominator vanishes; the approximation is to stop at a given cluster size. A single nucleus has commuting H±, so its factor is 1. A pair factor is therefore the pair echo itself.

The parallel pair states are eigenstates of both H± and do not decay. In the basis ↑↓, ↓↑ the operator A has eigenvalues ±(A_k − A_l)/2, and the flip-flop element is −D_kl/4. The Ising energy is a common constant and cancels. With

β = D_kl/4, δ = (A_k − A_l)/4, Ω² = β² + δ²

the Hamiltonians are H± = −βσ_x ± δσ_z. Write n and m for the unit vectors (−β, 0, δ)/Ω and (−β, 0, −δ)/Ω, and c = cos Ωτ, s = sin Ωτ. Then U+ = c − is n·σ and U− = c − is m·σ. Using (m·σ)(n·σ) = m·n + i(m×n)·σ,

U− U+ = f − i(p + q)·σ, U+ U− = f − i(p − q)·σ

f = c² − s² m·n, p = cs(m + n), q = s² m×n.

Half the trace of (U+ U−)† U− U+ is f² + (p + q)·(p − q) = f² + p² − q². Unitarity, with p perpendicular to q, gives f² + p² + q² = 1, so this is 1 − 2q². Since |m×n| = 2βδ/Ω², the antiparallel states give 1 − 8β²δ²s⁴/Ω⁴. They carry half the weight and the parallel states give 1, hence

L_kl = 1 − x_kl, x_kl = 4β²δ² sin⁴(Ωτ)/Ω⁴

L2 = Π_{k<l} (1 − x_kl).

A pair is silent if β = 0 (no flip-flop) or δ = 0 (a flip-flop that the electron cannot see). The loss x reaches 1 when β = δ and Ωτ = π/2. For β ≪ δ it is 4(β/δ)² sin⁴(δτ).

**4. Order of the error**

Let X flip every nucleus. It changes the sign of A and leaves D alone, so X U± X = U∓. Inserted in the trace, it gives L = ⟨U+† U−† U+ U−⟩, which is the complex conjugate of L. So L is real. Replacing A by −A makes the same exchange, so L is even in A. Replacing τ by −τ gives ⟨U− U+ U−† U+†⟩, which is L after a cyclic shift. As U± depend on Aτ and Dτ only, L is unchanged when A and D both change sign, and hence it is even in D as well.

Now expand in D at fixed Aτ. In second order, a flip-flop must be undone for the trace to survive, so products of flip-flops on different pairs, or of a flip-flop and an Ising term, vanish. Ising terms alone commute with A and give no decay. What remains is a sum over single pairs, in which the phases of all other spins cancel. The pair product has this same second-order term, and the third order vanishes by parity. For a finite bath at fixed Aτ,

L − L2 = O(D⁴).

At short times the powers of A and D are even and add up to the power of τ. Pure powers are absent, because L = 1 when either operator is zero. The τ⁴ term is thus of type A²D² and is given by pairs. At τ⁶ the A⁴D² part is also given by pairs, and an error can enter only through A²D⁴.

To find it, expand in A. Let A(t) = e^{iDt} A e^{−iDt}, let s(t) be +1 before the pulse and −1 after it, and let Φ = ∫₀^{2τ} s(t)A(t)dt. The two branches are time-ordered exponentials of ∓iΦ/2. The second-order terms of the two branches together give −⟨Φ²⟩/4 and their cross term gives another −⟨Φ²⟩/4, so

L = 1 − ⟨Φ²⟩/2 + O(A⁴).

The correlation function is

⟨A(t)A(0)⟩ = C0 − C2 t²/2 + C4 t⁴/24 − …

C2 = ⟨|[D,A]|²⟩, C4 = ⟨[D,[D,A]]²⟩.

The moments m_j = ∫ s(t) t^j dt are m_0 = 0, m_1 = −τ², m_2 = −2τ³ and m_3 = −7τ⁴/2. Therefore

∬ s s' (t − t')² = −2m_1² = −2τ⁴

∬ s s' (t − t')⁴ = −8m_1 m_3 + 6m_2² = −4τ⁶

1 − L = C2 τ⁴/2 − C4 τ⁶/12 + … (second order in A).

Products of two pair losses start at τ⁸. Subtracting the pair contributions leaves

L − L2 = Kτ⁶ + O(τ⁸)

K = (1/12)[C4(bath) − Σ_pairs C4(pair)].

K is a sum over triples. The inner commutator [D,A] contains only pair flip-flops. A second commutator with the same pair gives the one-spin operators I_kz − I_lz. With a pair that shares one spin it gives operators such as I_k+ I_lz I_m−, traceless on each of three spins. Disjoint pairs commute. In the squared norm, three-spin operators overlap only within one triple, and one-spin operators from two different pairs overlap only if the pairs share a spin. No group larger than three appears, so including triples removes the τ⁶ error.

A five-spin bath with random dimensionless couplings of order one gives K = 0.017419 both from the commutators and from exact propagation extrapolated from τ = 0.08 and 0.04. At τ = 0.08 the triple-level error is 1.5×10⁻⁴ of the pair-level error. At τ = 1, halving weak dipolar couplings reduces the pair error with a measured power of 4.00.

**5. Algorithm**

```
place lattice sites within the bath radius; omit donor
occupy each site at random with the Si-29 fraction
A[k] = contact coupling at each occupied site
pairs = neighbour search within the pair cutoff
for each pair (k,l):
    b = D[k,l]/4;  d = (A[k]-A[l])/4
    W = sqrt(b² + d²)
    depth = 4 b² d² / W⁴      (0 if W = 0)
for each delay tau:
    logL = sum over pairs of log1p(-depth sin⁴(W tau))
    L2 = exp(logL)
repeat for other random baths; average L2
repeat with other radius and cutoff
```

For the exact reference on a small bath:

```
build A (diagonal) and D in the I_z product basis
for each total I_z:
    diagonalise D + A/2 and D - A/2 in the block
    for each tau: form U+, U-
        F = U- U+;  G = U+ U-
        add sum of conj(G) F over all elements
divide by 2^N
```

The pair sum costs one sine per pair and delay. The number of pairs grows as the number of spins times the cube of the cutoff. In the example below 32,982 spins have 614,355 pairs, about 19 per spin. Exact propagation grows exponentially. For eight spins the blocks reduce the largest matrix from 256 to 70 rows, since 8!/(4!4!) = 70.

The function log1p keeps small losses that would be rounded away in 1 − x. Two failures need care. If β and δ both vanish, the depth must be set to zero. If x approaches 1, the logarithm diverges; clipping is harmless at pair level, where the product is then close to zero. At triple level the same small factor is a denominator, and the truncated product can become large and unphysical. Pair factors themselves lie between 0 and 1, so L2 stays bounded even where it is wrong.

**6. Example: a shallow donor in natural silicon**

The parameters are rough values for a phosphorus-like donor: lattice constant a = 5.43 angstrom, silicon-29 fraction 0.047 and nuclear g factor −1.11. The density is

|ψ|² = (2η/3)[Σ_j F_j cos(k₀x_j)]², k₀ = 0.85·2π/a

F_j = exp[−√(x_j²/b_s² + ρ_j²/a_l²)] / √(π a_l² b_s)

with j = x, y, z, ρ_j the distance from axis j, a_l = 20 angstrom, b_s = 12 angstrom and η = 190, the enhancement of the density at a nucleus. The bath radius is 150 angstrom, the pair cutoff 16 angstrom and the field 0.35 T along [001].

The strongest pair of the first bath at its 1/e time shows the arithmetic. It lies 51 to 52 angstrom from the donor, with D = 3.466×10⁻¹³ eV and |A_k − A_l| = 1.112×10⁻¹¹ eV. Then β = 8.67×10⁻¹⁴ eV, δ = 2.780×10⁻¹² eV and 4β²δ²/Ω⁴ = 0.00388. With τ = 0.5495/2 ms and ħ = 6.582×10⁻¹⁶ eV s, Ωτ/ħ = 1.16 and sin⁴ = 0.708. The loss is 0.00388 × 0.708 = 0.0027. Even the strongest pair contributes only 0.3 percent; the decay is the sum of many weak pairs.

The mean echo of four baths falls to 1/e at 2τ = 0.546 ms, or 2.26×10¹³ atomic units. The single baths give 0.537 to 0.553 ms. In the first bath, reducing the radius to 120 angstrom leaves 0.5495 ms unchanged, and reducing the cutoff to 12 angstrom gives 0.5525 ms. The cutoff is not converged in the third digit. The missing loss falls roughly as the inverse cube of the cutoff; a cutoff of 24 angstrom shortens the time by about 0.0016 ms, and the extrapolated limit by about 0.002 ms. The times here are therefore good to two digits.

Near 1/e, −ln L grows as the power 2.35 of time, not as τ⁴. The fourth power needs Ωτ ≪ 1 for all contributing pairs, which fails here. A simple estimate gives roughly the observed power. Take β ≪ δ and let δ fall as exp(−R/R₀) with distance R. With u = δτ, the loss is 4β²τ² sin⁴u/u². In the sum over shells, R²dR = R²R₀du/u, so the integrand contains sin⁴u/u³, which converges at both ends and selects u near 1. Thus −ln L ∝ τ²R², where R is the radius at which δτ is near 1 and dR/d ln τ = R₀. The local power is 2 + 2R₀/R. The envelope is anisotropic: the density falls over R₀ = 20/2 = 10 angstrom along the cube axes and over about 8 angstrom along [111]. The loss-weighted pair distance is 61 angstrom and grows by about 8 angstrom per unit of ln τ. R₀ = 10 gives 2.33 and R₀ = 8 gives 2.26, so the estimate explains a power near 2.3 but not its third digit.

With the same first bath and the field along [111], the time drops from 0.55 to about 0.23 ms. For the field along [001], all nearest-neighbour bonds have cos²θ = 1/3 and D = 0. Along [111], a bond parallel to the field has D = −3.02×10⁻¹² eV. The return of these pairs is the main cause of the faster decay: with nearest-neighbour pairs left out, the time for [111] is again about 0.5 ms. The change in all other dipolar couplings matters much less.

**7. Measured error of the truncation**

Six baths of eight spins were grown around strong, separate pairs of the first natural bath by adding the spin with the strongest dipolar link each time. The field stays along [001], and the maxima are taken over total times up to 2.24 ms. The exact loss reaches 0.006 to 0.032. The largest pair-level error is between 5×10⁻⁵ and 1.1×10⁻³. Relative to the largest exact loss of the same bath this is 0.2 to 3.5 percent, with median 2.3 percent. Triples reduce the error by factors from about 18 to 240.

If a relative error of 2.3 percent carried over to −ln L of the full bath, the 1/e time would move by 2.3/2.35, or about 1 percent. This is likely too large, because the 2.3 percent comes from maxima over total times up to 2.24 ms, about four times the 1/e time. It is still not a bound: small baths omit most surroundings, and errors of different groups may add or cancel.

A harsher case has eight adjacent sites, all silicon-29, with the field along [111]:

```
distance   largest    pair     triple
(angstrom) loss       error    error
60         0.513      0.17     0.28
90         0.077      0.039    0.022
120        0.00028    0.00027  0.00014
```

The pair error is now 33, 51 and 95 percent of the largest loss. The absolute error shrinks with distance because both L and L2 are even in A and equal 1 at A = 0, so loss and error both fall as A² once the hyperfine phases Aτ are small. Their ratio need not fall; it depends on Dτ and on how the hyperfine couplings vary across the group. For a bond along the field, |D|τ/ħ reaches 5.1 at τ = 1.12 ms, where the series in D still converges for a finite bath, but its lowest terms no longer estimate the error. For the strongest natural pair above it is 0.59. At 60 angstrom triples make the result worse. A vanishing denominator is not the cause: when the triple error is largest, every pair factor is still above 0.6. What is missing is the product of the factors of four and more spins, which is no longer close to 1. Going from pairs to triples is therefore no sure safeguard in a dense bath; small groups with |D|τ/ħ above about 1 should be propagated whole.

**8. Neglected effects and real devices**

At 4 K the nuclear polarisation is 1.8×10⁻⁵, so the unpolarised bath is a good assumption. The dropped terms (A_k/2)(S+ I_k− + S− I_k+) act in second order: two such vertices over the energy ω_e give a flip-flop amplitude A_k A_l/(4ω_e), against D_kl/4 directly. The loss-weighted ratio is 1.2×10⁻⁴. Anisotropic hyperfine coupling tilts the nuclear axes and modulates the echo. A point-dipole formula applied to spins beyond 5 angstrom gives a summed mean loss of 8×10⁻⁴, but this is not a reliable size for the effect: almost all of the electron density lies outside 5 angstrom, and the sum comes mainly from spins inside the electron cloud, where the point-dipole form fails. A real estimate needs the true electron density.

Coupling between donors is the largest effect sized here. A fluence of 10¹⁰ cm⁻² in 100 nm gives n = 10¹⁵ cm⁻³. The π pulse flips both electrons of a donor pair, so their coupling J S_z S'_z, with J = α²γ_e²(1 − 3cos²θ)/r³, is not refocused and gives a factor cos(Jτ). Flip-flops between the two electrons are left out, because at typical donor spacings the silicon-29 nuclei shift the two resonances apart by far more than J. For random positions,

−ln L_dd = n ∫ d³r [1 − cos(Jτ)] = (4π²/(9√3)) φ, φ = α²γ_e² n·2τ.

The radial integral gives (π/6)α²γ_e²τ|1 − 3cos²θ|, and the angular integral of the last factor is 16π/(3√3). At the 1/e time φ = 0.178, so this exponent is 2.53 × 0.178 = 0.45. Solving y^2.35 + 0.45y = 1 gives y = 0.82, which moves the time from 0.55 to about 0.45 ms. The estimate assumes that all donors are flipped and fill a volume, and both assumptions overstate the effect. Here the spacing equals the layer thickness; confining the donors to the 100 nm layer, with the field normal to it, lowers the exponent to about 0.34 and gives about 0.47 ms. A phosphorus donor also has two hyperfine lines about 4 mT apart. A pulse that covers only one line flips half of the donors and halves the exponent, which gives about 0.50 ms in a volume and 0.51 ms in the layer.

Echo times of phosphorus donors in natural silicon are, roughly, some tenths of a millisecond, the size found here. The largest contact coupling of the model, 1.6×10⁻⁸ eV, is of the right order but below the roughly 2.5×10⁻⁸ eV of the real donor. Implanted devices also have residual damage, strain and interface charge noise. These are absent from the model, and their effect depends on the anneal and the device, so no general correction can be given. The remaining values are in the numerical output.

Computed values

```
lattice constant 5.43 angstrom; Si-29 fraction 0.047
nuclear g factor -1.11; valley position 0.85 of 2pi/a
envelope radii 20.0, 12.0 angstrom; site density factor 190.0
field 0.35 T; temperature 4.0 K
bath radius 150.0 angstrom; pair cutoff 16.0 angstrom
bath 1: spins 32982; pairs 614355
largest |A| on any lattice site 1.648e-08 eV
nearest-neighbour D, field [111], bond [111] -3.018e-12 eV
strongest pair of bath 1 at its 1/e time:
  separation 3.840 angstrom
  distances from donor 51.23, 52.22 angstrom
  D 3.466e-13 eV; A difference 1.112e-11 eV
  pair loss 1-L 0.00274
loss-weighted pair distance from donor 60.6 angstrom
total time (ms), mean pair-level echo of four baths:
  0.14  0.95873
  0.28  0.81160
  0.42  0.58247
  0.56  0.34564
  0.70  0.16513
  0.98  0.01977
1/e times of four baths (ms): 0.5495, 0.5530, 0.5447, 0.5367
local exponents of four baths: 2.309, 2.285, 2.388, 2.434
1/e time of mean echo 0.5458 ms = 2.256e+13 a.u.
local exponent of mean echo 2.354
bath 1, field [111]: 1/e time 0.2330 ms
bath 1, radius 120 angstrom: 1/e time 0.5495 ms
bath 1, pair cutoff 12 angstrom: 1/e time 0.5525 ms
toy bath: K predicted 0.017419, measured 0.017419 (dimensionless)
toy bath: error order in dipolar strength 3.9994
toy bath: triple/pair error at tau=0.08 1.46e-04
eight-spin errors: maxima over total times up to 2.24 ms
natural baths: max 1-L exact, pair error, triple error, pair error/loss
  0.01713  6.01e-04  3.37e-05  0.0351
  0.03231  1.05e-03  9.62e-06  0.0325
  0.03054  7.58e-04  3.17e-06  0.0248
  0.00566  5.32e-05  1.08e-06  0.0094
  0.00812  1.64e-04  3.14e-06  0.0202
  0.01953  4.69e-05  2.09e-06  0.0024
median pair error/loss 0.0225
dense baths: distance (angstrom), max 1-L, pair error, triple error
  60  0.51332  1.70e-01  2.76e-01
  90  0.07708  3.92e-02  2.19e-02
  120  0.00028  2.67e-04  1.35e-04
neglected: nuclear polarisation 1.78e-05
neglected: mediated/direct flip-flop, loss-weighted 1.22e-04
neglected: summed mean modulation loss beyond 5 angstrom 8.11e-04
donor fluence 1.0e+10 cm^-2 in 100 nm: 1.0e+15 cm^-3
neglected: donor-donor dipolar phase at 1/e time 0.178 rad
```
